# One-loop Pauli form factor of the electron and Schwinger's α/2π

## 1. What symmetry and dimensions fix

An electron of mass $m$ scatters from momentum $p$ to $p'$ by absorbing momentum $q=p'-p$ from an electromagnetic field. Both electron legs are on shell, $p^2=p'^2=m^2$, so $q^2$ is the one free invariant. Units are $\hbar=c=1$, the metric is $(+,-,-,-)$, and $\alpha=e^2/4\pi$.

Parity and Lorentz covariance restrict the vertex $\Gamma^\mu$ between spinors $\bar u'=\bar u(p')$ and $u=u(p)$. Slashed external momenta can be moved to the spinors, where $\not p\,u=mu$ and $\bar u'\not p'=m\bar u'$. A structure with $\epsilon^{\mu\nu\alpha\beta}\gamma_\nu\gamma_5$ is an antisymmetrized product of three gamma matrices and reduces in the same way. What remains is

$$\bar u'\Gamma^\mu u=\bar u'[A\gamma^\mu+BP^\mu+Cq^\mu]u,\qquad P=p+p'.$$

Current conservation requires $q_\mu\bar u'\Gamma^\mu u=0$. Since $\bar u'\not q\,u=0$ and $q\cdot P=p'^2-p^2=0$, this gives $Cq^2=0$, hence $C=0$. Two functions are left, conventionally written as

$$\Gamma^\mu=\gamma^\mu F_1(q^2)+\frac{i\sigma^{\mu\nu}q_\nu}{2m}F_2(q^2),\qquad \sigma^{\mu\nu}=\tfrac i2[\gamma^\mu,\gamma^\nu].$$

$F_2$ is dimensionless. Its one-loop part is proportional to $e^2$ and, being free of cutoffs as shown below, can depend only on $r=q^2/m^2$. Thus $F_2(0)$ is $\alpha$ times a pure number, independent of the lepton mass. The calculation gives

$$\boxed{F_2(q^2)=\frac{\alpha}{2\pi}\int_0^1\frac{du}{1-r\,u(1-u)-i0},\qquad F_2(0)=\frac{\alpha}{2\pi}.}$$

## 2. Gordon identity and magnetic moment

From $\gamma^\mu\gamma^\nu=g^{\mu\nu}-i\sigma^{\mu\nu}$,

$$\gamma^\mu\not p=p^\mu-i\sigma^{\mu\nu}p_\nu,\qquad \not p'\gamma^\mu=p'^\mu+i\sigma^{\mu\nu}p'_\nu.$$

Between spinors each left side equals $m\gamma^\mu$. Adding them gives the Gordon identity

$$2m\,\bar u'\gamma^\mu u=\bar u'[P^\mu+i\sigma^{\mu\nu}q_\nu]u. \tag{1}$$

To read off the magnetic moment, take the frame $\mathbf p=-\mathbf q/2$, $\mathbf p'=\mathbf q/2$. There $P^i=0$, so by (1) the two spatial structures coincide and the current is $(F_1+F_2)\bar u'\gamma^iu$. In the Dirac representation, with $\bar uu=2m$, the upper and lower components of $u$ are $\sqrt{E+m}\,\chi$ and $\boldsymbol\sigma\cdot\mathbf p\,\chi/\sqrt{E+m}$. Using $\sigma^i\sigma^j=\delta^{ij}+i\epsilon^{ijk}\sigma^k$,

$$\bar u'\gamma^iu=\chi'^\dagger[\sigma^i\boldsymbol\sigma\cdot\mathbf p+\boldsymbol\sigma\cdot\mathbf p'\sigma^i]\chi=-i\epsilon^{ijk}q^j\chi'^\dagger\sigma^k\chi.$$

Let the particle's charge be $Qe$, with $Q=-1$ for the electron. In a weak, slowly varying field the interaction is $-Qe\,\mathbf J\cdot\mathbf A$, where division by $2m$ converts $\bar u'\boldsymbol\Gamma u$ to nonrelativistic normalization. For $\mathbf A\propto e^{i\mathbf q\cdot\mathbf x}$, $B^k=-i\epsilon^{ijk}q^jA^i$, so

$$H=-\frac{Qe}{2m}[F_1(0)+F_2(0)]\boldsymbol\sigma\cdot\mathbf B.$$

Comparison with $-g(Qe/2m)\mathbf S\cdot\mathbf B$, $\mathbf S=\boldsymbol\sigma/2$, gives $g=2[F_1(0)+F_2(0)]$. The definition of the physical charge sets $F_1(0)=1$, so $F_2(0)=(g-2)/2$.

## 3. The loop and its numerator

The electron vertex is $-iQe\gamma^\mu$ and $Q^2=1$. In Feynman gauge the photon propagator is $-ig_{\nu\rho}/(k-p)^2$, and the electron lines carry $k$ and $k'=k+q$. With the external factor $-iQe$ removed, the constants multiply to $(-i)(-ie)^2(i)^2=-ie^2$:

$$\delta\Gamma^\mu=-ie^2\int\frac{d^4k}{(2\pi)^4}\frac{N^\mu}{(k^2-m^2)(k'^2-m^2)(k-p)^2}, \tag{2}$$

$$N^\mu=\gamma^\nu(\not k'+m)\gamma^\mu(\not k+m)\gamma_\nu.$$

Each denominator contains $+i0$. The contractions $\gamma^\nu\gamma^\mu\gamma_\nu=-2\gamma^\mu$, $\gamma^\nu\not a\not b\gamma_\nu=4a\cdot b$ and $\gamma^\nu\not a\not b\not c\gamma_\nu=-2\not c\not b\not a$ give

$$N^\mu=-2[\not k\gamma^\mu\not k'+m^2\gamma^\mu-2m(k+k')^\mu]. \tag{3}$$

The choice of covariant gauge does not affect $F_2$. A longitudinal term replaces the two photon vertices by $\not a$, where $a$ is the photon momentum. Writing $\not a=(\not p'-m)-(\not p'-\not a-m)$ shows that

$$\bar u'\not a(\not p'-\not a-m)^{-1}=-\bar u'.$$

The same cancellation on the right gives $-u$, leaving only $\gamma^\mu$. External-leg corrections and the charge counterterm also multiply $\gamma^\mu$, as does one-loop vacuum polarization. They change $F_1$ or the photon exchange, not $F_2$ at this order.

**Combining denominators.** For positive $A,B,C$, write each inverse as $\int_0^\infty ds\,e^{-sA}$ and set the three $s$ variables to $\lambda x,\lambda y,\lambda z$ with $x+y+z=1$. The Jacobian is $\lambda^2$, and $\int_0^\infty\lambda^2e^{-\lambda D}d\lambda=2/D^3$, so

$$\frac1{ABC}=\int[dx]\frac2{(xA+yB+zC)^3},$$

where $[dx]=dx\,dy\,dz\,\delta(1-x-y-z)$ on nonnegative parameters. Continuation with the common $+i0$ extends this to (2). The combined denominator is

$$D=k^2+2k\cdot(yq-zp)+yq^2+zm^2-(1-z)m^2.$$

Set $\ell=k+yq-zp$. Since $p'^2=m^2$ implies $2p\cdot q=-q^2$,

$$(yq-zp)^2=y^2q^2+yzq^2+z^2m^2.$$

Therefore $D=\ell^2-\Delta$, with

$$\begin{aligned}\Delta&=q^2y(y+z-1)+m^2(1-2z+z^2)\\&=(1-z)^2m^2-xyq^2.\end{aligned}\tag{4}$$

**Reducing the numerator.** Now $k=\ell+zp-yq$ and $k'=\ell+zp+(1-y)q$. Terms linear in $\ell$ integrate to zero. The quadratic term is, in four dimensions, $\not\ell\gamma^\mu\not\ell\to\frac14\ell^2\gamma^\alpha\gamma^\mu\gamma_\alpha=-\frac12\ell^2\gamma^\mu$.

For the remainder, use $p=p'-q$ beside $\bar u'$:

$$\begin{aligned}\not k\gamma^\mu\not k'\to{}&[zm-(1-x)\not q]\gamma^\mu[zm+(1-y)\not q]\\={}&z^2m^2\gamma^\mu+zm(1-y)\gamma^\mu\not q\\&-zm(1-x)\not q\gamma^\mu-(1-x)(1-y)\not q\gamma^\mu\not q.\end{aligned}$$

Next insert $\gamma^\mu\not q=q^\mu-i\sigma^{\mu\nu}q_\nu$, $\not q\gamma^\mu=q^\mu+i\sigma^{\mu\nu}q_\nu$ and $\not q\gamma^\mu\not q=2q^\mu\not q-q^2\gamma^\mu\to-q^2\gamma^\mu$. Since $2-x-y=1+z$, the middle terms are $zm[(x-y)q^\mu-(1+z)i\sigma^{\mu\nu}q_\nu]$. Use (1) to replace $i\sigma^{\mu\nu}q_\nu$ by $2m\gamma^\mu-P^\mu$. The last piece of (3) is

$$-2m(k+k')^\mu\to-2m[zP^\mu+(x-y)q^\mu],$$

because $2zp+(1-2y)q=zP+(1-2y-z)q$. Collecting terms,

$$\begin{aligned}N^\mu\to-2\{&\gamma^\mu[-\tfrac12\ell^2+(1-x)(1-y)q^2\\&+(1-2z-z^2)m^2]+mz(z-1)P^\mu\\&+m(z-2)(x-y)q^\mu\}.\end{aligned}\tag{5}$$

The $q^\mu$ term is odd under $x\leftrightarrow y$, while $\Delta$ and the integration region are even, so it vanishes, as current conservation requires.

The $\ell^2$ term diverges logarithmically. Dimensional regularization permits the shift to $\ell$ and preserves the conserved current. In $d$ dimensions $\ell^\alpha\ell^\beta\to\ell^2g^{\alpha\beta}/d$, and the gamma contractions acquire terms proportional to $4-d$. With a small photon mass regulating the soft-photon region, such terms survive as $d\to4$ only when multiplying the divergent quadratic integral, whose matrix structure is again $\gamma^\mu$. They affect $F_1$, not $F_2$.

## 4. Extracting $F_2$

By (1), the $P^\mu$ term in (5) contains

$$mz(z-1)(-i\sigma^{\mu\nu}q_\nu)=2m^2z(1-z)\frac{i\sigma^{\mu\nu}q_\nu}{2m}.$$

For $q^2<4m^2$, rotate the contour with $\ell^0=i\ell^4$. Then $d^4\ell=i\,d^4\ell_E$ and $\ell^2=-\ell_E^2$. The cube supplies another minus sign. Using the solid angle $2\pi^2$ and $s=\ell_E^2$,

$$\begin{aligned}\int\frac{d^4\ell}{(2\pi)^4}\frac1{(\ell^2-\Delta)^3}&=\frac{-i}{16\pi^4}\,\pi^2\int_0^\infty\frac{s\,ds}{(s+\Delta)^3}\\&=-\frac i{32\pi^2\Delta},\end{aligned}$$

because the $s$ integral is $1/(2\Delta)$. The prefactors are $-ie^2$ from (2), $2$ from the Feynman identity and $-2$ from (5):

$$(-ie^2)(2)(-2)\left(-\frac i{32\pi^2}\right)=\frac{e^2}{8\pi^2}=\frac\alpha{2\pi}.$$

Hence

$$F_2(q^2)=\frac\alpha{2\pi}\int[dx]\frac{2m^2z(1-z)}{(1-z)^2m^2-xyq^2}. \tag{6}$$

At $q^2=0$ the integrand is $2z/(1-z)$. At fixed $z$ the $x$ integral has length $1-z$, which cancels the denominator. Therefore

$$F_2(0)=\frac\alpha{2\pi}\int_0^12z\,dz=\frac\alpha{2\pi}.$$

The limit $z\to1$ is the soft-photon region. The factor $1-z$ in the numerator of (6) makes it integrable without a photon mass. The $\gamma^\mu$ part lacks that factor: at $q^2=0$ its mass term is $1-4z+z^2$ after use of (1), which tends to $-2$, and the integral behaves as $\int dz/(1-z)$. Thus $F_1$ needs infrared treatment even though $F_2$ does not.

For general $q^2$, put $x=(1-z)u$ and $y=(1-z)(1-u)$. At fixed $z$, $dx=(1-z)du$, and

$$\Delta=(1-z)^2[m^2-q^2u(1-u)].$$

All powers of $1-z$ cancel. The remaining factor $\int_0^12z\,dz=1$ leaves the boxed integral of Section 1.

## 5. Closed forms and limits

Let $f(r)=F_2/(\alpha/2\pi)$ and $w=2u-1$. Because $u(1-u)=(1-w^2)/4$ is even in $w$,

$$f(r)=\int_0^1\frac{dw}{1-\frac r4(1-w^2)-i0}. \tag{7}$$

**Spacelike transfer.** Put $r=-4\sinh^2(\theta/2)$. The denominator is $\cosh^2(\theta/2)-w^2\sinh^2(\theta/2)$, so

$$f=\frac{\operatorname{artanh}[\tanh(\theta/2)]}{\sinh(\theta/2)\cosh(\theta/2)}=\frac\theta{\sinh\theta}.$$

Here $p\cdot p'=m^2-q^2/2=m^2\cosh\theta$: $\theta$ is the relative rapidity of the initial and final electrons.

**Timelike, below threshold.** For $0<r<4$, put $r=4\sin^2(\phi/2)$ with $0<\phi<\pi$. The denominator becomes $\cos^2(\phi/2)+w^2\sin^2(\phi/2)$, and an arctangent replaces the inverse hyperbolic tangent: $f=\phi/\sin\phi$.

**Above pair threshold.** For $r>4$, put $r=4\cosh^2(\eta/2)$ and $v=\sqrt{1-4/r}=\tanh(\eta/2)$. The denominator is $\cosh^2(\eta/2)(w^2-v^2)-i0$. Its principal-value integral follows from

$$\mathrm P\!\!\int_0^1\frac{dw}{w^2-v^2}=\frac1{2v}\ln\frac{1-v}{1+v}=-\frac\eta{2v}.$$

The pole contributes $i\pi/[2v\cosh^2(\eta/2)]$. Since $2v\cosh^2(\eta/2)=\sinh\eta$,

$$f=\frac{-\eta+i\pi}{\sinh\eta}.$$

The sign of the imaginary part belongs to $q^2+i0$; the opposite side of the cut gives its complex conjugate.

**Small transfer.** The closed forms become $0/0$ at $r=0$. For $|r|<4$, expand the $u$ integral geometrically and use $\int_0^1u^n(1-u)^ndu=(n!)^2/(2n+1)!$:

$$f=1+\frac r6+\frac{r^2}{30}+\frac{r^3}{140}+\cdots.$$

This is a suitable branch for code near zero. The slope is $F_2'(0)=\alpha/(12\pi m^2)$.

**Large spacelike transfer.** From here on $Q^2$ denotes $-q^2>0$, and $Q$ is no longer the charge number of Section 2. Let $t=Q^2/m^2=-r$. From $2\cosh\theta=t+2$, $\theta=\ln t+2/t+\cdots$ and $\sinh\theta=t/2+1+\cdots$. Thus

$$F_2\to\frac\alpha\pi\frac{m^2}{Q^2}\ln\frac{Q^2}{m^2}.$$

The form factor itself falls as $m^2/Q^2$, up to the logarithm. The structure $i\sigma^{\mu\nu}q_\nu/2m$ that it multiplies has, in the frame of Section 2, a helicity-flip (time) component $Q/2m$ times the helicity-conserving (spatial) current of $\gamma^\mu$. The helicity-flip amplitude from $F_2$ is therefore suppressed only by $m/Q$, up to the same logarithm.

**Threshold.** As $r\to4$ from below, $\phi\to\pi$ and $f\simeq\pi/\sqrt{4-r}$. From above, $\operatorname{Im}f\simeq\pi/(2v)$ while $\operatorname{Re}f\to-1$. Thus $\operatorname{Im}F_2\simeq\alpha/(4v)$, which is no longer small when $v$ is comparable to $\alpha$. The one-loop result cannot be used there, however accurately it is evaluated.

## 6. The same function from real intermediate pairs

For $s=q^2>4m^2$ the field can create a real electron–positron pair, which then rescatters by photon exchange. This process gives $\operatorname{Im}F_2$ without Feynman parameters. The Cutkosky rule replaces each cut electron denominator by $-2\pi i\,\delta(k^2-m^2)$, with the energy signs of a physical pair.

In the pair's rest frame $p'=(E,\mathbf p)$ and $p=(-E,\mathbf p)$, the latter being minus the positron momentum. The cut lines have $k'=(E,\mathbf n)$ and $k=(-E,\mathbf n)$, with $|\mathbf n|=|\mathbf p|=\sqrt s\,v/2$. If $c$ is the cosine between $\mathbf n$ and $\mathbf p$, the exchanged photon has

$$t_\gamma=(k-p)^2=-\tfrac12sv^2(1-c).$$

The delta functions leave $|\mathbf n|d\Omega/(4\sqrt s)=(v/8)d\Omega$. Equation (2) then gives

$$2i\operatorname{Im}F_2=\frac{ie^2}{4\pi^2}\frac v8\int d\Omega\,\frac{n_2}{t_\gamma},$$

or $\operatorname{Im}F_2=(\alpha v/8)\int_{-1}^1dc\,n_2/t_\gamma$, where $n_2$ is the coefficient of $i\sigma^{\mu\nu}q_\nu/2m$ in $N^\mu$.

To find $n_2$, let $K=k+k'=(0,2\mathbf n)$. Averaging over azimuth gives $K^\mu\to cP^\mu$ and $K^\mu K^\alpha\to\frac12(3c^2-1)P^\mu P^\alpha$, plus $g^{\mu\alpha}$ and $q^\mu q^\alpha$ terms that do not contribute to $F_2$. Expand

$$\not k\gamma^\mu\not k'=\tfrac14(\not K-\not q)\gamma^\mu(\not K+\not q).$$

Since $\bar u'\not Pu=2m\bar u'u$, the $\not K\gamma^\mu\not K$ part gives $\frac m2(3c^2-1)P^\mu$. With $\bar u'\not P=\bar u'(2m-\not q)$ and $\not Pu=(2m+\not q)u$, the mixed part gives $-cm\,i\sigma^{\mu\nu}q_\nu$. Dropping $\gamma^\mu$ terms and replacing $P^\mu$ by $-i\sigma^{\mu\nu}q_\nu$ in (3), the coefficient of $i\sigma^{\mu\nu}q_\nu$ is

$$m(3c^2-1)+2mc-4mc=m(3c+1)(c-1).$$

Thus $n_2=2m^2(3c+1)(c-1)$. The zero at $c=1$ cancels the forward photon pole:

$$\operatorname{Im}F_2=\frac{\alpha v}8\int_{-1}^1dc\,\frac{4m^2(3c+1)}{sv^2}=\frac{\alpha m^2}{sv}.$$

This agrees with Section 5, since $\sinh\eta=sv/(2m^2)$. Because $F_2$ falls at large $|q^2|$, no subtraction constant is needed:

$$F_2(q^2)=\frac1\pi\int_{4m^2}^\infty ds\,\frac{\operatorname{Im}F_2(s)}{s-q^2}.$$

Substituting $s=4m^2/(1-v^2)$ and $ds=8m^2v\,dv/(1-v^2)^2$ returns (7), with $w=v$.

## 7. Numerical use

With $\alpha=0.0072973526$,

$$F_2(0)=\frac{0.0072973526}{2\pi}=0.00116141,\qquad g=2.00232282.$$

These digits serve to check an implementation of the one-loop formula. They are not a prediction of that accuracy: terms of order $\alpha^2$ and higher, and weak and hadronic effects, are omitted.

At $q^2=-m^2$, $\theta=0.962424$ and $\sinh\theta=1.118034$. Their ratio is $0.860818$, so $F_2=0.860818\times0.00116141=0.00099976$. The separately evaluated cut and dispersion integral gives the same value to these digits. At $q^2/m^2=-10$, $-4$ and $-1$, the two routes differ by at most one unit in the tenth decimal place.

The one-loop form factor falls to half its static value at $Q^2/m^2=6.936$, or $Q=2.634\,m\approx1.35$ MeV. The electron mass therefore sets the scale on which the anomalous moment ceases to act as a constant. At $Q^2/m^2=10^4$, the leading large-$Q^2$ law exceeds the full one-loop result by $1.78\times10^{-4}$ of the latter.

For timelike transfer, $f$ grows from $1.2092$ at $r=1$ to $2.4184$ at $r=3$. At $r=6$, $v=0.57735$ gives $\sinh\eta=rv/2=1.73205$, hence $\operatorname{Im}f=\pi/1.73205=1.8138$. The real part is $-0.7603$. An implementation must therefore return a complex number above threshold, including the change of sign in its real part.

## Numbers as computed

```
alpha = 0.0072973526 (dimensionless)
1/alpha = 137.035999 (dimensionless)
F2(0) = alpha/(2 pi) = 0.0011614097 (dimensionless)
F2(0) from cut and dispersion = 0.0011614097
one-loop g = 2(1+F2(0)) = 2.0023228195
largest Gordon identity residual = 1.3e-15 (m = 1)
Table: q^2/m^2, F2/(alpha/2pi), F2 (all dimensionless)
   -10.0  0.41883964  0.0004864444
    -4.0  0.62322524  0.0007238199
    -1.0  0.86081788  0.0009997623
     0.0  1.00000000  0.0011614097
     1.0  1.20919958  0.0014043762
     3.0  2.41839915  0.0028087523
Cut and dispersion: q^2/m^2, F2 (dimensionless)
   -10.0  0.0004864444
    -4.0  0.0007238198
    -1.0  0.0009997622
theta at q^2 = -m^2: 0.96242365 (dimensionless)
sinh(theta) at q^2 = -m^2: 1.11803399
Above threshold, q^2/m^2 = 6.0:
  v = 0.57735027 (units of c)
  Re F2/(alpha/2pi) = -0.76034600
  Im F2/(alpha/2pi) = 1.81379936
  Re F2 = -0.0008830732
  Im F2 = 0.0021065642
  Im F2 from cut = 0.0021065642
numerical slope of F2/(alpha/2pi) = 0.166667 per q^2/m^2
half-value point Q^2/m^2 = 6.935966 (dimensionless)
half-value point Q = 2.633622 m
electron mass = 0.510999 MeV
half-value point Q = 1.345778 MeV
At Q^2/m^2 = 10000:
  full F2/(alpha/2pi) = 1.84173976e-03
  large-Q^2 law = 1.84206807e-03
  law/full - 1 = 1.78e-04
```
